Magnetoviscosity and Negative Magnetoresistance of a Two-Dimensional Viscous Electron Channel

Suppose that the viscosity of an electron liquid is computed without a magnetic field and then used in a channel that carries one. The Lorentz force points across the channel, a Hall field balances it, and the equation for the flow along the channel is left unchanged. The predicted resistance does not depend on the field. In the example below this misses a fall from 6.4 to 3.6 ohm within half a tesla. What is missing is that cyclotron motion rotates the stress itself, before collisions relax it. Stress is a second angular harmonic, so its phase advances at twice the cyclotron frequency.

**Setting and assumptions**

Electrons of charge −e, mass m and areal density n move in the xy plane, with a circular Fermi line and Fermi speed v. The field B points along z. The following is assumed.

(A1) The response is linear and the electrons are degenerate and classical in their orbital motion. Landau interaction parameters and Landau quantization are left out.

(A2) Collisions conserve particle number. They relax the angular harmonics m = ±1, which carry momentum, in a time τ₁, and the harmonics ±m with m ≥ 2 in times τₘ. None of these times depends on B, and τ₁ ≫ τ₂.

(A3) The flow is steady, and smooth enough for the third harmonic to be dropped from the equation for the second. Remark 2 states what this requires.

(A4) The drift velocity vanishes at the channel walls y = ±W/2. For walls that scatter diffusely this is the limit l₂ ≪ W, where l₂ = vτ₂, provided the higher harmonics relax in times comparable with τ₂.

The units are SI-based, since the lengths and fields are those of a mesoscopic sample. Viscosities are kinematic, that is, divided by the mass density nm. The letter m is the mass, except where it numbers a harmonic, as in m ≥ 2, gₘ, τₘ, exp(imφ) and the factor im in imω_c. I write

ω_c = eB/m,  x = ω_cτ₂,  ν₀ = v²τ₂/4.

**Theorem**

Under (A1) to (A3) the shear and Hall viscosities are

ν = ν₀/[1 + (2ω_cτ₂)²],
ν_H = 2ω_cτ₂ ν₀/[1 + (2ω_cτ₂)²].

If (A4) holds as well, the longitudinal resistivity of the channel is

ρ = [m/(ne²τ₁)] / [1 − tanh(z)/z],  z = W/(2D),  D = √(ντ₁).

It decreases as |B| grows. For τ₁ → ∞ it becomes

ρ = 12mν/(ne²W²) = [12mν₀/(ne²W²)] / [1 + (2ω_cτ₂)²].

**Lemma 1: the equations for the harmonics**

Let φ be the direction of motion and e = (cos φ, sin φ) the unit vector along it; the bold-free symbol e in e·∇ and e·u is this vector, elsewhere it is the elementary charge. Write the distribution as

f = f₀(ε) + (−∂f₀/∂ε) mv g(r, φ, t).

A Fermi line displaced by the momentum mu gives g = e·u, so the first harmonic of g is the drift velocity.

The magnetic force gives dv/dt = −(eB/m)(v_y, −v_x) = ω_c(−v_y, v_x). The direction therefore turns counterclockwise, dφ/dt = ω_c. This force does not act on f₀, which depends on energy alone. The electric force F = −eE does act on it:

F·∂f₀/∂p = v (F·e) ∂f₀/∂ε = −(−∂f₀/∂ε) v F·e.

Dividing the linearized Boltzmann equation by (−∂f₀/∂ε)mv gives

∂g/∂t + v e·∇g + ω_c ∂g/∂φ − F·e/m = C[g].  (1)

Now expand g = Σ gₘ exp(imφ) and set ∂± = ∂ₓ ± i∂_y. Then

e·∇ = ½[exp(iφ)∂₋ + exp(−iφ)∂₊].

The first term raises the index by one and the second lowers it by one. The force contributes to m = ±1 only. For m ≥ 2 the coefficient of exp(imφ) in (1) is therefore

∂gₘ/∂t + (v/2)(∂₋gₘ₋₁ + ∂₊gₘ₊₁) + imω_c gₘ = −gₘ/τₘ.  (2)

For m = 0 there is neither rotation nor relaxation. With g₁ = (uₓ − iu_y)/2 and g₋₁ its conjugate, the m = 0 equation reads ∂g₀/∂t + (v/2)∇·u = 0. A steady flow is thus incompressible, ∇·u = 0.

**Lemma 2: the second harmonic**

Set m = 2 in (2), take the steady state and drop g₃:

(1/τ₂ + 2iω_c) g₂ = −(v/2) ∂₋g₁,
g₂ = −(vτ₂/2) ∂₋g₁ / (1 + 2ix).  (3)

The 2 in the denominator is the angular index of the harmonic. To separate real and imaginary parts, define the two rates of shear

S₁ = ∂ₓuₓ − ∂_yu_y,  S₂ = ∂ₓu_y + ∂_yuₓ.

Multiplying out (∂ₓ − i∂_y)(uₓ − iu_y)/2 gives ∂₋g₁ = (S₁ − iS₂)/2. Let the real second harmonic be a cos 2φ + b sin 2φ, so that g₂ = (a − ib)/2. Equation (3) becomes

a − ib = −(vτ₂/2)(S₁ − iS₂)(1 − 2ix)/(1 + 4x²).

The product in the numerator is (S₁ − 2xS₂) − i(S₂ + 2xS₁). Hence

a = −(vτ₂/2)(S₁ − 2xS₂)/(1 + 4x²),
b = −(vτ₂/2)(S₂ + 2xS₁)/(1 + 4x²).  (4)

**Lemma 3: the stress**

Let ⟨ ⟩ denote the average over φ. Since ⟨eᵢeⱼ⟩ = δᵢⱼ/2, the drift is uᵢ = 2⟨eᵢg⟩. The momentum flux carries one more factor of velocity:

Πᵢⱼ/(nm) = 2v⟨eᵢeⱼg⟩.

Use cos φ sin φ = ½ sin 2φ, cos²φ = ½(1 + cos 2φ) and sin²φ = ½(1 − cos 2φ), together with ⟨cos²2φ⟩ = ⟨sin²2φ⟩ = ½. Then

Π_xy/(nm) = vb/2,
Π_xx/(nm) = vg₀ + va/2,
Π_yy/(nm) = vg₀ − va/2.

The term vg₀ is a pressure. Inserting (4) and using v²τ₂/4 = ν₀,

Π_xy/(nm) = −νS₂ − ν_HS₁,
(Π_xx − Π_yy)/(2nm) = −νS₁ + ν_HS₂,  (5)

with the ν and ν_H of the theorem. This proves its first part.

The two coefficients differ in kind. The power lost by the flow per unit mass is −Πᵢⱼ∂ⱼuᵢ/(nm), summed over both indices. The flux (5) gives

(νS₁ − ν_HS₂)S₁ + (νS₂ + ν_HS₁)S₂ = ν(S₁² + S₂²).

The Hall terms cancel: Hall viscosity redirects momentum without producing heat.

**Remark 1: the memory of a turning electron**

The same result follows from the history of one electron. Between collisions it samples the shear in the directions through which it has turned. In an incompressible flow the drive is Σeᵢeⱼ∂ⱼuᵢ = ½(S₁ cos 2φ + S₂ sin 2φ). The second harmonic is the accumulated drive, weighted by the chance that it has survived collisions:

h(φ) = −(v/2) ∫₀^∞ dt exp(−t/τ₂) [S₁ cos(2φ − 2ω_ct) + S₂ sin(2φ − 2ω_ct)].

The integrals required are

∫₀^∞ exp(−t/τ₂) cos(2ω_ct) dt = τ₂/(1 + 4x²),
∫₀^∞ exp(−t/τ₂) sin(2ω_ct) dt = 2xτ₂/(1 + 4x²).

Expanding the cosine and sine of the difference, the coefficient of cos 2φ is −(vτ₂/2)(S₁ − 2xS₂)/(1 + 4x²) and that of sin 2φ is −(vτ₂/2)(S₂ + 2xS₁)/(1 + 4x²), as in (4). A quarter turn of the electron reverses the sign of the drive it samples, so later contributions cancel earlier ones. That is why the field weakens shear viscosity. Direct quadrature of this orbit integral was tested against (5) for both signs of the field.

In a weak field ν ≈ ν₀(1 − 4x²) and ν_H ≈ 2xν₀. In a strong field, with cyclotron radius r_c = v/ω_c,

ν → v²/(16ω_c²τ₂) = r_c²/(16τ₂),
ν_H → v²/(8ω_c) = vr_c/8.

The role of collisions is reversed between the two limits. At weak field a collision cuts short the transport of momentum, and ν is proportional to τ₂. At strong field the orbit confines the electron, a collision lets momentum move on, and ν is proportional to 1/τ₂. The limiting Hall viscosity contains no collision time.

**Remark 2: when the third harmonic may be dropped**

Equation (2) for m = 3, without g₄, gives

g₃ = −(v/2) ∂₋g₂ / (1/τ₃ + 3iω_c).

Insert this into the equation for g₂ and use ∂₊∂₋ = ∇², which is −q² for a flow of wavenumber q:

[1/τ₂ + 2iω_c + (v²q²/4)/(1/τ₃ + 3iω_c)] g₂ = −(v/2) ∂₋g₁.  (6)

The closure (3) therefore requires

(v²q²/4) / |(1/τ₂ + 2iω_c)(1/τ₃ + 3iω_c)| ≪ 1.

At zero field this is q²l₂l₃/4 ≪ 1, with l₃ = vτ₃. A short l₂ is not sufficient if the third harmonic lives long. The field relaxes the condition, because 3ω_c then limits the third harmonic even when 1/τ₃ is small. The ratio measures the error of the complex coefficient in (6). In a strong field ν is its small real part, and the relative error of ν is larger: two to three times the ratio for τ₃ ≥ τ₂, and more for a short τ₃.

A shear wave with ql₂ = 0.1, x = 0.5 and τ₃ = 3τ₂ shows the size of the correction. The kinetic equation gives ν/ν₀ = 0.500795, equation (6) gives 0.500794, and the local formula gives 0.5. The correction is upward here because the added term in (6) has a negative imaginary part, which offsets some of the rotation 2iω_c.

**Lemma 4: the force on the flow**

Multiply (1) by 2eᵢ and average over φ. The rotation term contributes −ω_c(ẑ×u)ᵢ on the left, where ẑ×u = (−u_y, uₓ). In the steady state

0 = F/m − v∇g₀ − u/τ₁ + ω_c ẑ×u + viscous force.  (7)

The viscous force per mass is minus the divergence of the flux (5). Its components are

x: ν(∂ₓS₁ + ∂_yS₂) + ν_H(∂_yS₁ − ∂ₓS₂),
y: ν(∂ₓS₂ − ∂_yS₁) + ν_H(∂ₓS₁ + ∂_yS₂).

In ∂ₓS₁ + ∂_yS₂ the mixed derivatives of u_y cancel and ∇²uₓ is left. In ∂ₓS₂ − ∂_yS₁ those of uₓ cancel and ∇²u_y is left. The viscous force is therefore

ν∇²u + ν_H∇²(ẑ×u).  (8)

The terms F/m and −v∇g₀ act together as the gradient of the electrochemical potential, which is what a voltmeter reads. From here on, E denotes this effective field, with F/m − v∇g₀ = −eE/m.

**Proof of the channel formula**

Far from the contacts the flow is u = (u(y), 0), which satisfies ∇·u = 0. Both the Lorentz force and the Hall viscous force are directed along ẑ×u, that is, across the channel. The component of (7) along the channel is

νu″ − u/τ₁ − eEₓ/m = 0.

A constant solution is −eEₓτ₁/m. The homogeneous solution that is even in y is cosh(y/D), with D² = ντ₁. The condition u(±W/2) = 0 fixes its amplitude:

u(y) = −(eEₓτ₁/m)[1 − cosh(y/D)/cosh(z)],  z = W/(2D).

The width average of cosh(y/D) is (2D/W) sinh(z) = sinh(z)/z. Hence

ū = −(eEₓτ₁/m)[1 − tanh(z)/z].

The mean current density is −neū, and ρ = Eₓ/(−neū) is the formula of the theorem.

For the dependence on field, differentiate:

d/dz [tanh(z)/z] = [2z − sinh(2z)] / [2z² cosh²(z)] < 0 for z > 0,

since sinh(2z) > 2z. As |B| grows, ν falls and z = W/(2√(ντ₁)) rises. The function tanh(z)/z then falls, 1 − tanh(z)/z rises, and ρ decreases. For small z the expansion tanh(z)/z = 1 − z²/3 + 2z⁴/15 − … gives

ρ ≈ [m/(ne²τ₁)](3/z²)(1 + 2z²/5) = 12mν/(ne²W²) + (6/5) m/(ne²τ₁).  (9)

The last term vanishes for τ₁ → ∞, which completes the proof. ∎

**Remark 3: narrow and wide channels**

Equation (9) describes the narrow channel, W ≪ D. Viscous and momentum-relaxing resistances add, the second with weight 6/5 because the parabolic profile is not uniform. The field acts on the first term alone.

In the wide channel, z ≫ 1, tanh(z) is close to 1 and

ρ ≈ [m/(ne²τ₁)](1 + 2D/W).

The resistance exceeds the Drude value m/(ne²τ₁) by the effect of wall layers of thickness D. The field thins these layers, since D is proportional to √ν. A uniform flow has no shear, and within this model it has no magnetoresistance. In this channel, where τ₁ is uniform, the shear comes from the walls. The negative magnetoresistance of the theorem thus needs both the walls and a viscosity that depends on the field. In other geometries, non-uniform friction can supply the shear instead.

**Remark 4: where Hall viscosity appears**

The transverse component of (7) is −eE_H/m + ω_cu + ν_Hu″ = 0, so the local Hall field is

E_H = (m/e)(ω_cu + ν_Hu″).

In the middle of the channel u″ and u have opposite signs, and Hall viscosity weakens the Hall field. From the profile, u″/u = −1/{D²[cosh(z) − 1]} at y = 0. With ν_H/ω_c = 2τ₂ν and D² = ντ₁ the relative change there is

−2τ₂/{τ₁[cosh(z) − 1]}.

This is a statement about the local field. The Hall voltage across the full width also contains the layers next to the walls. Their thickness is of order l₂ in a weak field and of order r_c in a strong one, and the velocity changes across them by at most about that thickness times u′. At fixed x they contribute at relative order (l₂/W)², the same order in l₂/W as the bulk Hall-viscous term. The no-slip theory does not give that coefficient.

**Remark 5: diffuse walls**

The no-slip condition was tested by solving (1) across a channel whose walls re-emit electrons isotropically, with all harmonics m ≥ 2 relaxing in τ₂. The curvature of the flow and the Hall field in the middle reproduce both viscosities: at x = 1 they are 0.2000ν₀ and 0.4000ν₀, as the theorem requires.

The mean flow differs from the no-slip value at first order in l₂/W. At zero field and τ₁ → ∞ the ratio of kinetic to no-slip flow is 1.077 for l₂/W = 0.02 and 1.038 for 0.01. It extrapolates linearly to 0.9996. At x = 0.5 the two ratios are 1.025 and 1.013 with the 32 directions used here; a finer angular grid raises the first to 1.026. At x = 1 the 32 directions give 0.9987 and 0.9993, and refining the angular grid moves these to about 0.9996 and 0.9998. The first-order correction nearly vanishes at this field and is slightly negative. When l₂ is comparable with W and the field is weak, electrons can cross the channel without colliding, and the theorem does not apply.

**Worked example**

Take round model parameters: mass 0.1 of the free-electron mass, n = 3.0 × 10¹⁵ m⁻², τ₂ = 1.0 ps, τ₁ = 500 ps and W = 5.0 µm. They illustrate the formulas and do not describe a particular sample. If collisions between electrons alone set τ₂, the rough estimate ħ/τ₂ ≈ (kT)²/E_F, with E_F the Fermi energy, gives a temperature T of about 25 K. There kT is about 0.3 E_F, so the electrons are only moderately degenerate: with an energy-independent τ₂, thermal averaging of v² would raise ν₀ by about 27 percent and the zero-field resistivity from 6.4 to about 7.4 ohm, more than the wall correction discussed below. The numbers that follow are those of the degenerate limit. The chosen τ₁ corresponds to a mobility near 9 × 10⁶ cm²/(V s), and at this temperature phonons would be expected to shorten τ₁. The Fermi speed is 1.589 × 10⁵ m/s, so l₂ = 0.159 µm and l₂/W = 0.032. With q = π/W as the scale of the flow, ql₂ is about 0.1. The condition of Remark 2 is then met at all fields if τ₃ is comparable with τ₂. In a strong field the velocity varies over D rather than W/π; with q = 1/D the left side of the condition is of order τ₂/τ₁, which is still small. At zero field it would fail for a third harmonic living several hundred times longer.

At zero field

ν₀ = (1.5894 × 10⁵ m/s)² × (1.0 × 10⁻¹² s)/4 = 6.32 × 10⁻³ m²/s,
D = √(6.32 × 10⁻³ × 5.00 × 10⁻¹⁰) m = 1.78 µm,
z = 5.0/(2 × 1.777) = 1.407.

The Drude resistivity is 2.366 ohm. With tanh(1.407)/1.407 = 0.6303,

ρ(0) = 2.366 ohm/(1 − 0.6303) = 6.40 ohm = 1.56 × 10⁻³ ħ/e².

The narrow-channel form (9) gives 3.5859 + 1.2 × 2.3658 = 6.42 ohm, within half a percent of this, although z exceeds one.

The viscosity is halved when 2ω_cτ₂ = 1, at B = m/(2eτ₂) = 0.284 T. At 0.5 T, therefore, 2x = 0.5/0.2843 = 1.759 and

ν = 6.316 × 10⁻³/(1 + 1.759²) m²/s = 1.54 × 10⁻³ m²/s,
z = 1.407 × √(6.316/1.543) = 2.85,
ρ = 2.366 ohm/(1 − 0.349) = 3.63 ohm = 8.85 × 10⁻⁴ ħ/e².

The viscosity falls by a factor of 4.1 but the resistivity by 43 percent, because momentum relaxation sets the floor of 2.37 ohm.

For the same parameters, the kinetic equation with diffuse walls and all harmonics m ≥ 2 relaxing in τ₂ gives:

B = 0: no-slip 6.40 ohm, kinetic 5.91 ohm
B = 0.2 T: no-slip 5.20 ohm, kinetic 4.99 ohm
B = 0.5 T: no-slip 3.63 ohm, kinetic 3.62 ohm

Relative to the no-slip value, the kinetic resistivity is 7.6 percent lower at zero field. At 0.5 T it is about 0.3 percent lower; refining the angular grid shifts the kinetic values by about 0.002 ohm or less. The kinetic magnetoresistance is therefore somewhat weaker, a fall of 39 percent, and it remains negative throughout the computed range. A collision time fitted to data with the no-slip formula would inherit this field-dependent error.

At 0.3 T the Hall viscosity, 3.15 × 10⁻³ m²/s, is larger than the shear viscosity, 2.99 × 10⁻³ m²/s. It nevertheless lowers the Hall field at the centre by only 0.14 percent with the no-slip profile, and by 0.13 percent with diffuse walls. Since cosh(z) − 1 ≥ z²/2, the formula of Remark 4 bounds the size of the change by 16ντ₂/W² = 4(l₂/W)²/(1 + 4x²), here 0.19 percent. The change is small because l₂ ≪ W.

At 0.5 T the cyclotron radius is 0.18 µm, far below the width, and ħω_c is 8 percent of the Fermi energy. That ratio alone does not remove quantum oscillations. The classical result also needs a temperature or level broadening that smears the Landau levels. The full set of fields is in the numerical output below.

Values computed for the example and the checks

```
TESTS
largest orbit-stress error (v=tau2=1): 9.9e-16
shear wave: q l2 = 0.1, omega_c tau2 = 0.5, tau3/tau2 = 3.0
  nu/nu0 kinetic            = 0.500795
  nu/nu0 with 3rd harmonic  = 0.500794
  nu/nu0 local formula      = 0.500000
channel centre, omega_c tau2 = 0.5: nu/nu0 = 0.50000, nu_H/nu0 = 0.50000
channel centre, omega_c tau2 = 1.0: nu/nu0 = 0.20000, nu_H/nu0 = 0.40000
mean flow, kinetic / no-slip, at l2/W = 0.02, 0.01, extrapolated:
  omega_c tau2 = 0, D(B=0)/W = inf: 1.0769, 1.0383, 0.9996
  omega_c tau2 = 0.5, D(B=0)/W = inf: 1.0251, 1.0125, 1.0000
  omega_c tau2 = 1, D(B=0)/W = inf: 0.9987, 0.9993, 0.9999
  omega_c tau2 = 0.5, D(B=0)/W = 0.3: 1.0139, 1.0069, 1.0000
EXAMPLE
mass = 0.1 m_e, density = 3.0e+15 m^-2
tau2 = 1.0 ps, tau1 = 500 ps, W = 5.0 um
Fermi speed = 1.5894e+05 m/s
Fermi energy = 7.182 meV
l2 = 0.1589 um, l2/W = 0.0318
l1 = v tau1 = 79.47 um
nu0 = 6.3156e-03 m^2/s
D(B=0) = 1.7770 um
z(B=0) = 1.4068
half-viscosity field = 0.2843 T
Drude resistivity = 2.3658 ohm
purely viscous resistivity at B=0 = 3.5859 ohm
B (T) | omega_c tau2 | nu, nu_H (1e-3 m^2/s) | rho no-slip, rho kinetic (ohm)
0.0 | 0.0000 | 6.3156, 0.0000 | 6.4003, 5.9116
0.1 | 0.1759 | 5.6202, 1.9770 | 6.0027, 5.6177
0.2 | 0.3518 | 4.2246, 2.9721 | 5.2023, 4.9927
0.3 | 0.5276 | 2.9880, 3.1532 | 4.4877, 4.3939
0.4 | 0.7035 | 2.1195, 2.9822 | 3.9789, 3.9428
0.5 | 0.8794 | 1.5429, 2.7136 | 3.6339, 3.6248
change of rho, 0 to 0.5 T: no-slip -43.22 %, kinetic -38.68 %
kinetic relative to no-slip: -7.64 % at 0 T, -0.25 % at 0.5 T
no-slip rho at 0 T = 1.5579e-03 hbar/e^2
no-slip rho at 0.5 T = 8.8454e-04 hbar/e^2
Hall-viscous change of central Hall field at 0.3 T = -0.1365 %
cyclotron radius at 0.5 T = 0.1807 um
hbar omega_c / Fermi energy at 0.5 T = 0.0806
```
